Why Lost Phase Lets Two Density Profiles Share One Kinematic Reflectivity

**1. The result**

A film lies between vacuum and a substrate of electron density ρ_s. Its density ρ_A(z) is real, z points into the sample, and the film ends near z = L. A second profile with the same vacuum and substrate is

ρ_B(z) = ρ_s − ρ_A(L−z).

Its gradient is that of A in reversed sequence, ρ_B'(z) = ρ_A'(L−z). In the kinematic approximation the two specular reflectivities are equal at every momentum transfer q:

R_A(q) = R_B(q).

The Fourier amplitudes of the gradients have equal moduli but different phases, and an intensity records the modulus alone. The equality belongs to the kinematic approximation. Refraction generally breaks it, by an amount weighed in section 7.

Lengths are in Å, q in Å⁻¹ and densities in e/Å³. Instrumental resolution, background and lateral structure are left out.

**2. What the kinematic law keeps and drops**

Let k = q/2 be the vertical wavenumber in vacuum and r_e the classical electron radius. With time factor e^(−iωt), the field obeys

ψ'' + p²ψ = 0, p² = k² − U, U = 4πr_eρ.

Take q above the critical value of every density present, so that p does not vanish. Split the field into a downward part a and an upward part b:

ψ = a + b, ψ' = ip(a − b).

Differentiating the first relation and equating it to the second gives

a' + b' = ip(a − b).

Differentiating the second and using ψ'' = −p²ψ gives

ip'(a − b) + ip(a' − b') = −p²(a + b),

and division by ip yields

a' − b' = ip(a + b) − (p'/p)(a − b).

Half the sum and half the difference of the two first-order relations are

a' = ipa − (p'/2p)(a − b),
b' = −ipb + (p'/2p)(a − b).

For the ratio r = b/a, r' = b'/a − r a'/a, so

r' = −ipr + (p'/2p)(1 − r) − ipr + (p'/2p)r(1 − r)
 = −2ipr + (p'/2p)(1 − r²).

Nothing has been approximated so far. Deep in the uniform substrate no wave travels upward, so r = 0 there.

The first approximation drops r², which requires |r|² ≪ 1. It removes multiple reflection and slightly alters the strength of each single reflection. Let Φ(z) = 2∫p dz, measured from a point z₀ in the vacuum. Then

(r e^(iΦ))' = (p'/2p)e^(iΦ).

Integrating from z₀ to the substrate, where r = 0, gives

r(z₀) = −∫(p'/2p)e^(iΦ) dz.

Since 2pp' = −U', we have p'/2p = −U'/(4p²), and therefore

r(z₀) = ∫ [U'/(4p²)] e^(iΦ) dz. (single reflection)

The second approximation drops refraction: p is replaced by q/2 in both places. Then 4p² = q² and Φ = q(z − z₀). The constant phase e^(−iqz₀) does not affect the intensity, so

R(q) = (4πr_e/q²)² |F(q)|², F(q) = ∫ρ'(z)e^(iqz) dz. (kinematic)

Refraction has thus been removed from two places, the accumulated phase Φ and the local reflection strength 1/(4p²). The two have different weights when they are restored.

**3. Reversing the gradient**

Write g = ρ_A'. Substituting u = L − z in the Fourier integral of the reversed gradient gives

F_B(q) = ∫g(L−z)e^(iqz) dz = e^(iqL)∫g(u)e^(−iqu) du = e^(iqL)F_A(−q).

Because g is real, F_A(−q) is the complex conjugate of F_A(q). Hence

F_B(q) = e^(iqL)F_A(q)*, |F_B(q)| = |F_A(q)|.

This proves the equality of the kinematic reflectivities. The profile follows by integrating inward from the vacuum, where the density is zero:

ρ_B(z) = ∫₋∞^z g(L−t) dt = ∫_(L−z)^∞ g(u) du = ρ_s − ρ_A(L−z).

The simplest case is one layer of density ρ and thickness d with sharp interfaces. Its steps are ρ and ρ_s − ρ, so

|F|² = ρ² + (ρ_s−ρ)² + 2ρ(ρ_s−ρ)cos(qd).

This is unchanged under ρ → ρ_s − ρ. The fringes give the two step heights without telling which step lies on top. At ρ = ρ_s/2 the steps are equal and the two solutions merge.

In general the two profiles are shifted copies of each other if and only if g(L−z) = g(z−s) for some shift s. With x = z − s this reads g(L−s−x) = g(x), which says that g is symmetric about the depth (L−s)/2.

**4. What the modulus keeps and the phase carries**

Writing |F|² as a double integral and collecting equal separations s gives

|F(q)|² = ∫C(s)e^(iqs) ds, C(s) = ∫g(z)g(z+s) dz.

Kinematic data at all q would therefore fix the autocorrelation C: the summed products of gradients at each separation, but not the order of the gradients. For the reversed gradient, the substitution u = L − z − s turns ∫g(L−z)g(L−z−s) dz into ∫g(u+s)g(u) du, which is C(s) again.

Near q = 0 the division of information can be written term by term. Let c₁, c₂, c₃ be the cumulants of the normalized gradient g/ρ_s: the mean depth, the variance and the third central moment. Then

ln(F/ρ_s) = iqc₁ − q²c₂/2 − iq³c₃/6 + …

Even cumulants give real terms and set the modulus. Odd cumulants give imaginary terms and set the phase. Reversal keeps the even ones, changes the sign of c₃ and sends c₁ to L − c₁. A shift alters c₁ alone, so a nonzero c₃ proves that no shift can join the two profiles. The converse does not hold, since c₃ can vanish for an asymmetric gradient.

**5. A worked pair**

The model has ρ_s = 0.72 e/Å³ and L = 200 Å. Each interface is an error-function step, whose gradient is a Gaussian of standard deviation σ.

Profile A: 80 Å at 0.42, then 120 Å at 0.62 e/Å³. Steps 0.42, 0.20, 0.10 e/Å³, with σ = 3, 5, 4 Å.

Profile B: 120 Å at 0.10, then 80 Å at 0.30 e/Å³. Steps 0.10, 0.20, 0.42 e/Å³, with σ = 4, 5, 3 Å.

These are very different films. At a depth of 100 Å the densities are 0.62 and 0.10 e/Å³. The areal electron numbers, counted above a sharp substrate surface at L, are

N_A = 80·0.42 + 120·0.62 = 108 e/Å²,
N_B = 120·0.10 + 80·0.30 = 36 e/Å².

Their sum is 144 = 0.72·200. This is general: integrating ρ_B = ρ_s − ρ_A(L−z) over the film gives N_A + N_B = ρ_sL. A threefold difference in the amount of material leaves no trace in the kinematic curve.

At q = 0.10 Å⁻¹ both profiles have |F| = 0.4879 e/Å³. With 4πr_e = 3.541·10⁻⁴ Å,

R = (3.541·10⁻⁴/0.0100)²·0.4879² = 2.98·10⁻⁴

for both. Over 0.05 to 0.50 Å⁻¹ the curves agree to rounding error.

The phases differ. At q = 0.20 Å⁻¹, F_A has phase 0.103 rad. The reversal relation predicts qL − 0.103 = 39.897 rad for F_B, which is 2.198 rad after removing six full turns, as found. At q = 0.10 Å⁻¹ the two phases happen to be close, 0.559 and 0.591 rad, so a phase known at one q need not separate the pair clearly.

For the cumulants, the mean gradient depth of A is

c₁ = (0.20·80 + 0.10·200)/0.72 = 50 Å,

and that of B is 150 Å. Both variances are 4848 Å². The third cumulants are +4.04·10⁵ and −4.04·10⁵ Å³. In A a small step lies far below the mean depth, and in B it lies far above. At q = 0.002 Å⁻¹ the leading phase of A about its mean depth is

−q³c₃/6 = −8·10⁻⁹·4.04·10⁵/6 = −5.39·10⁻⁴ rad,

against −5.41·10⁻⁴ rad from the full Fourier integral. B has the opposite sign. This part of the phase, which no shift of the profile can change, is very small at so low a q. If both depths are measured from the same origin, the terms qc₁ already differ, 0.10 against 0.30 rad. All these are phases of the Fourier integral F. At this q, far below the critical value of the substrate, F is not the reflected amplitude.

**6. Conditions on the construction**

To compare two curves, use the contrast

D = 2(R₁ − R₂)/(R₁ + R₂),

which lies between −2 and 2.

*Gradients, not layers.* Exchanging the two layers of A gives 120 Å at 0.62 and then 80 Å at 0.42 e/Å³. The steps are now 0.62, −0.20 and 0.30 e/Å³, a different set. With interface widths of 4, 5 and 3 Å, as in B, the kinematic contrast with A comes close to the limit 2 in magnitude (1.995 on the sampled q points, 1.998 on a finer grid), so this exchange does not preserve the curve.

*Absorption.* An absorbing layer has a complex density, with negative imaginary part in the present convention. The relation F_B(q) = e^(iqL)F_A(−q) survives, but F_A(−q) need no longer be the conjugate of F_A(q). For sharp complex steps g_j at depths z_j,

|F(q)|² − |F(−q)|² = 4 Σ_(i<j) Im(g_i g_j*) sin[q(z_j − z_i)].

If all steps share one complex phase, every product g_i g_j* is real and the degeneracy remains. Unequal phases generally break it. With −0.05i e/Å³ added to the second layer of A alone, the kinematic contrast between A and its reversed partner reaches about 0.98 over 0.05 to 0.50 Å⁻¹ (0.96 on the sampled q points of the output). That is strong absorption, 8% of the layer's real density. Because the substrate is real here, the partner's layer has density 0.10 + 0.05i e/Å³, which would amplify the wave, so this partner tests the algebra and is not a passive film. For weak absorption in an otherwise real profile the difference above is linear in the imaginary part.

*Positive density.* The partner satisfies ρ_B ≥ 0 if and only if ρ_A nowhere exceeds ρ_s. A 100 Å film of 1.20 e/Å³ on the same substrate has a partner whose film density is 0.72 − 1.20 = −0.48 e/Å³. The kinematic curves still coincide, but positivity rejects the partner. In the worked pair both profiles are positive, and positivity gives no help.

*Other partners.* Reversal of the whole gradient need not be the sole ambiguity. If g is a convolution of two real functions, g = a∗b, then F = F_aF_b. Reversing b alone conjugates F_b, up to a shift phase, and leaves |F| unchanged. Take a as two steps in the ratio 2:1, 120 Å apart, and b as two steps in the ratio 3:1, 50 Å apart. Their convolution has steps in the ratio 6:2:3:1 at depths 0, 50, 120 and 170 Å. Normalized to 0.72 e/Å³, the successive densities are

0.36, 0.48, 0.66, 0.72.

Reversing b gives 0.12, 0.48, 0.54, 0.72. Reversing a gives 0.18, 0.24, 0.60, 0.72. Reversing both gives 0.06, 0.24, 0.36, 0.72, the full reversal. With a common interface width of 4 Å, all four positive profiles have the same kinematic curve to rounding error.

**7. Refraction restored: three contributions**

A recursive calculation over thin slices, with refraction and multiple reflection included, gives for the worked pair:

q = 0.05 Å⁻¹: R_A = 4.45·10⁻⁴, R_B = 2.03·10⁻³
q = 0.10 Å⁻¹: R_A = 4.16·10⁻⁴, R_B = 3.92·10⁻⁴
q = 0.20 Å⁻¹: R_A = 3.50·10⁻⁶, R_B = 3.14·10⁻⁶
q = 0.40 Å⁻¹: R_A = 2.39·10⁻⁷, R_B = 2.48·10⁻⁷

At 0.10 Å⁻¹ both values lie well above the kinematic 2.98·10⁻⁴, and they lie closer to each other than to it. Refraction therefore has a part common to both profiles and a part that separates them.

*The common part.* Every density ρ in A has a counterpart ρ_s − ρ in B, and the average of the two is ρ_s/2. If p is evaluated at this average density throughout, the single-reflection integral becomes the kinematic law with q replaced by

q̄ = √(q² − 8πr_eρ_s) = √(q² − q_c²/2),

where q_c = 4√(πr_eρ_s) = 0.0319 Å⁻¹ is the critical value of the substrate. This law still contains |F|, now at q̄, and is still degenerate. At q = 0.10 Å⁻¹, q̄² = 0.01000 − 0.00051 = 0.00949 Å⁻² and q̄ = 0.0974 Å⁻¹. Summing the three Gaussian-broadened steps s_j exp(iq̄z_j − q̄²σ_j²/2) gives F ≈ 0.488 + 0.232i, so |F|² ≈ 0.292 and

R ≈ (3.541·10⁻⁴/0.00949)²·0.292 ≈ 4.1·10⁻⁴.

This falls between the two recursive values. The common part accounts for most of the departure from the kinematic law at this q, and it does nothing to tell A from B.

*The phase part.* Expanding p for small U gives p ≈ k − U/(2k). A layer of density ρ and thickness d then contributes the phase

2pd ≈ qd − 8πr_eρd/q.

In B the corresponding layer has density ρ_s − ρ. The phase in A minus that in B is

−8πr_e(2ρ − ρ_s)d/q.

At q = 0.10 Å⁻¹, with 8πr_e = 7.08·10⁻⁴ Å, the 80 Å layer gives −7.08·10⁻⁴·0.12·80/0.10 = −0.07 rad. The 120 Å layer gives −7.08·10⁻⁴·0.52·120/0.10 = −0.44 rad. The sum is −8πr_e(N_A − N_B)/q = −0.51 rad. At this order the total phase difference measures the difference in areal electron number, which the kinematic curve had lost.

*The strength part.* The factor 1/(4p²) expands to

(1/q²)(1 + 16πr_eρ/q²).

For a narrow interface whose two sides have mean density m, integrating ρ'ρ across the step replaces ρ by m. The partner interface has mean density ρ_s − m, so the relative amplitudes differ by

16πr_e(2m − ρ_s)/q².

The largest step of A has m = 0.21 e/Å³. At q = 0.10 Å⁻¹ the difference is 1.416·10⁻³·(−0.30)/0.0100 = −0.04. For equal density offsets, the ratio of the phase effect to the strength effect is qd/2, which is 6 for the 120 Å layer at this q. Thick layers and large q favour the phase.

*The weighing.* Over 0.10 to 0.50 Å⁻¹ the recursive contrast between A and B has an rms value of 0.099. Its largest magnitude is 0.62, near q = 0.117 Å⁻¹; sampling in steps of 0.002 Å⁻¹, as in the output below, misses the peak and gives 0.59. The single-reflection integral with both refraction effects leaves an rms residual of 0.0001 of that rms contrast. Multiple reflection is thus negligible for separating this pair in this range. With the refracted phase alone the residual fraction is 0.40; with the local strength alone it is 0.99. That last model keeps the vacuum phase qz and so also lacks the common shift of the fringes; with the phase q̄z, which does not separate A from B, the fraction is 0.87.

These fractions are not shares that add to one. Each is the rms size of what one effect alone fails to reproduce, point by point in q. The refracted phase alone comes much closer to the full contrast than the local strength alone, so the phase dominates for this pair. The 0.40 that it leaves shows that the strength cannot be neglected.

At leading order both effects are linear in the density at fixed q. Scaling all densities by 0.1 and 0.01 lowers the rms contrast to 0.0102 and 0.00102. The degeneracy returns as the kinematic limit is approached.

Without absorption, total reflection gives no distinction either: at q = 0.02 Å⁻¹, below q_c, both profiles reflect completely. Absorption changes this. If all densities carry an imaginary part of 2% of the real part, which leaves the kinematic curves equal, the reflectivities at that q are 0.96 for A and 0.93 for B.

**8. What can select a profile**

A kinematic analysis of real profiles cannot choose between A and B, however precise the data, because both predict the same curve. The choice needs information outside that curve. An independent areal electron number would suffice here, since 108 and 36 e/Å² are far apart. So would knowing whether the largest density step lies at the vacuum side or at the substrate. Knowing which side of the film is denser would not help, since both films are denser towards the substrate.

Precise data analysed with refraction also contain a distinction, strongest among the listed points at 0.05 Å⁻¹, where R_B is about 4.6 times R_A. The contrasts above compare two fixed profiles, however. If thicknesses, densities and widths are refitted, part of the difference may be absorbed, and how much has not been computed here. Whether a measurement separates the pair then depends on its errors and on the freedom of the model.

The numerical output below gives the full set of values.

Values computed for the example and the checks

```
classical electron radius = 2.81794e-05 angstrom
substrate density = 0.72 e/angstrom^3, L = 200 angstrom
A: interface depths [0.0, 80.0, 200.0] angstrom
A: densities below them [0.42, 0.62, 0.72] e/angstrom^3
A: density steps [0.42 0.2  0.1 ] e/angstrom^3
A: interface widths [3.0, 5.0, 4.0] angstrom
B: interface depths [0.0, 120.0, 200.0] angstrom
B: densities below them [0.1, 0.3, 0.72] e/angstrom^3
B: density steps [0.1  0.2  0.42] e/angstrom^3
B: interface widths [4.0, 5.0, 3.0] angstrom
depth (angstrom), rho_A, rho_B (e/angstrom^3):
     40  0.4200  0.1000
    100  0.6200  0.1000
    160  0.6200  0.3000
largest density difference = 0.520 e/angstrom^3
areal electrons A, B = 108.00, 36.00 e/angstrom^2
critical q = 0.03194 1/angstrom
q (1/angstrom), kinematic R_A, R_B, recursive R_A, R_B:
  0.05  1.6571e-03  1.6571e-03  4.4528e-04  2.0293e-03
  0.10  2.9846e-04  2.9846e-04  4.1588e-04  3.9151e-04
  0.20  2.7464e-06  2.7464e-06  3.5035e-06  3.1424e-06
  0.30  1.1410e-06  1.1410e-06  1.0724e-06  1.1264e-06
  0.40  2.4642e-07  2.4642e-07  2.3884e-07  2.4782e-07
q (1/angstrom), |F| (e/angstrom^3), phase of F_A, F_B (rad):
  0.05  0.2874  -0.7698  -1.7965
  0.10  0.4879  +0.5594  +0.5911
  0.20  0.1872  +0.1026  +2.1982
  0.30  0.2715  -0.2747  -2.5572
  0.40  0.2243  -0.0567  -1.6247
largest relative kinematic difference A-B = 6.0e-15
kinematic law, error at density scale 1e-04 = 1.4e-04
mean gradient depth A, B = 50.00, 150.00 angstrom
second cumulant A, B = 4847.8, 4847.8 angstrom^2
third cumulant A, B = 4.0417e+05, -4.0417e+05 angstrom^3
centred phase at q=0.002 1/angstrom: -5.413e-04, 5.413e-04 rad
layer order reversed: largest relative change = 1.995
absorption -0.05i e/angstrom^3 in layer 2 of A: change = 0.962
dense film 1.20 e/angstrom^3, 100 angstrom: partner min = -0.480
four-profile family, interfaces at [0.0, 50.0, 120.0, 170.0] angstrom, width 4
  densities [0.36 0.48 0.66 0.72] e/angstrom^3
  densities [0.12 0.48 0.54 0.72] e/angstrom^3
  densities [0.18 0.24 0.6  0.72] e/angstrom^3
  densities [0.06 0.24 0.36 0.72] e/angstrom^3
family: largest relative kinematic difference = 1.4e-14
recursive R at q=0.02 1/angstrom: A 1.000000, B 1.000000
recursive A-B, q 0.10-0.50: rms 0.0993, max 0.5866
rms at density scale 0.1, 0.01 = 1.020e-02, 1.021e-03
unexplained fraction, single reflection with both effects = 0.0001
unexplained fraction, refraction phase only = 0.3979
unexplained fraction, local strength only = 0.9902
```
